# Thickness dependence of time-of-flight mobility in dispersive multiple trapping

**Question**

I am stuck on an exercise about time-of-flight measurements on a dielectric film. Carriers are created in a thin sheet at one electrode and drift to the other, and on the way they are repeatedly caught in traps and thermally released. The dispersion exponent is $a=0.5$. I have to show that doubling the film thickness at fixed field makes the transit time four times as long and halves the apparent mobility.

My reasoning gives something else. A film twice as thick means twice as many trappings. If each trapping costs some average time, the transit time should double and the mobility should not change. Where does the extra factor of two come from, and does it hold for any trap-controlled film?

**Answer**

Your argument needs a finite average time per trapping. For $a=1/2$ with an unbounded exponential tail of traps, that average diverges. The factor 4 also holds to a good approximation if the tail ends, provided it reaches well beyond the deepest traps a carrier typically meets. It does not hold for every trap-controlled film.

**The model**

Free carriers drift at $v=\mu_0F$ and are trapped after a mean free time $\tau_0$, so they advance on average $\lambda=\mu_0F\tau_0$ between trappings. The depth $E$ of the trap that catches them has the probability density $e^{-E/kT_0}/kT_0$, and a trapped carrier is released at the rate $r=\nu e^{-E/kT}$. The exponent is $a=T/T_0=1/2$. I assume a uniform field, nearly empty traps, a depth drawn afresh at each trapping, no recombination and, for now, no diffusion. The rates $1/\tau_0$ and $\nu$ do not depend on the field.

**Waiting in a trap**

Put $u=e^{-E/kT_0}$. Since $|du|=e^{-E/kT_0}\,dE/kT_0$, $u$ is uniformly distributed between 0 and 1, and

$$r=\nu u^{T_0/T}=\nu u^2 .$$

The mean waiting time is $\int_0^1 du/(\nu u^2)$, which diverges at $u\to0$, that is, for deep traps. We therefore need the whole distribution of waiting times, $\psi(t)=\int_0^1 r e^{-rt}du$. Its Laplace transform is $\hat\psi(s)=\int_0^1 \frac{r}{r+s}\,du$, so

$$1-\hat\psi(s)=\int_0^1\frac{s\,du}{s+\nu u^2}.$$

With $u=\sqrt{s/\nu}\,w$ the integrand becomes $\sqrt{s/\nu}\,dw/(1+w^2)$, and the upper limit becomes $\sqrt{\nu/s}$:

$$1-\hat\psi(s)=\sqrt{\frac s\nu}\,\arctan\sqrt{\frac\nu s}\simeq\frac\pi2\sqrt{\frac s\nu}-\frac s\nu\qquad(s\ll\nu).$$

Times much longer than $1/\nu$ correspond to $s\ll\nu$.

**Crossing the film**

Let $n(x,t)$ be the density of free carriers per unit length, for one injected carrier. Trapping removes $n/\tau_0$ per unit time, and carriers trapped at $t'$ return at $t$ with probability density $\psi(t-t')$:

$$\frac{\partial n}{\partial t}+v\frac{\partial n}{\partial x}=-\frac n{\tau_0}+\frac1{\tau_0}\int_0^t\psi(t-t')\,n(x,t')\,dt'+\delta(x)\delta(t).$$

The transform turns the convolution into a product:

$$v\frac{\partial\hat n}{\partial x}+A(s)\hat n=\delta(x),\qquad A(s)=s+\frac{1-\hat\psi(s)}{\tau_0}.$$

Integrating across $x=0$ gives $\hat n(0^+,s)=1/v$, hence $\hat n=e^{-xA/v}/v$. The arrival rate at $x=L$ is $vn(L,t)$, with the transform $e^{-LA/v}$. Inserting the expansion above,

$$\frac{LA}{v}\simeq K\sqrt s+\frac Lv\left(1-\frac1{\nu\tau_0}\right)s,\qquad K=\frac{\pi L}{2v\tau_0\sqrt\nu}=\frac{\pi L}{2\lambda\sqrt\nu}.$$

The term linear in $s$ merely shifts the arrival times. It grows as $L$, whereas the times found below grow as $L^2$. For $L\gg\lambda$ and a transit much longer than the free flight $L/v$ we may drop it, leaving $LA/v=K\sqrt s$.

This already gives the scaling. Thickness enters through $K\sqrt s=\sqrt{K^2s}$, so arrivals depend on time through $t/K^2$, with $K^2\propto L^2$. The time by which a given fraction of the carriers has arrived, such as the median arrival, is therefore multiplied by 4.

**The photocurrent and its kink**

In a film between plane electrodes, the current per injected charge is $I(t)=(v/L)\int_0^Ln\,dx$. Integrating the exponential gives

$$\hat I=\frac vL\,\frac{1-e^{-LA/v}}{A}=\frac{1-e^{-K\sqrt s}}{K\sqrt s}.$$

To invert it, consider

$$G(K)=\int_0^\infty e^{-st}\frac{e^{-K^2/4t}}{\sqrt{\pi t}}dt=\frac2{\sqrt\pi}\int_0^\infty e^{-sy^2-K^2/4y^2}dy,\qquad t=y^2 .$$

Differentiation brings down $-K/(2y^2)$. The substitution $y=K/(2\sqrt s\,z)$ exchanges the two terms in the exponent and turns $K\,dy/(2y^2)$ into $\sqrt s\,dz$, once the reversed limits are put in order. Thus $dG/dK=-\sqrt s\,G$. Since $G(0)=1/\sqrt s$, we have $G=e^{-K\sqrt s}/\sqrt s$, and therefore

$$I(t)=\frac{1-e^{-K^2/4t}}{K\sqrt{\pi t}} .$$

For $t\ll K^2/4$ the exponential vanishes. For $t\gg K^2/4$ we use $1-e^{-z}\simeq z$:

$$I_{\rm early}=\frac{t^{-1/2}}{K\sqrt\pi},\qquad I_{\rm late}=\frac{K\,t^{-3/2}}{4\sqrt\pi}.$$

On a log-log plot these are straight lines, and the transit time is read where they cross. Setting them equal gives $t_T=K^2/4$:

$$\boxed{t_T=\frac{\pi^2}{16\,\nu}\left(\frac L\lambda\right)^2},\qquad \mu_{\rm app}=\frac{L}{Ft_T}=\frac{16\,\nu\lambda^2}{\pi^2FL}.$$

At fixed $F$, $\lambda$ is fixed. Replacing $L$ by $2L$ gives $4t_T$ and $\mu_{\rm app}\to 2L/(F\cdot4t_T)$, half its former value.

Fixed field means that the voltage is doubled too. At fixed voltage $V$, $\lambda\propto F=V/L$ would halve. Then $t_T\propto L^4$ would rise sixteenfold, and $\mu_{\rm app}=L^2/(Vt_T)$ would fall to a quarter.

The kink is not the arrival of a typical carrier. The arrived fraction $P$ has the transform $e^{-K\sqrt s}/s$, so $\partial P/\partial K=-e^{-K^2/4t}/\sqrt{\pi t}$. With $P=1$ at $K=0$, integration gives $P=\operatorname{erfc}(K/2\sqrt t)=\operatorname{erfc}\sqrt{t_T/t}$. At $t_T$ this is $\operatorname{erfc}(1)=0.157$: about 16% have arrived.

**Where the extra factor of two comes from**

Among $N=L/\lambda$ trappings, the expected number in traps deeper than $E$ is $Ne^{-E/kT_0}$. It equals one at $E=kT_0\ln N$, a measure of the deepest trap met. Doubling $N$ adds

$$kT_0\ln2=2kT\ln2=kT\ln4,$$

which makes release from that trap four times slower. The mean wait over the traps actually met follows by stopping the diverging integral at this depth, where $u=1/N$: $\int_{1/N}^1du/(\nu u^2)\simeq N/\nu$. Doubling $N$ therefore doubles both the number of trappings and the mean wait per trapping. The second doubling is your extra factor of two, and the total, about $N^2/\nu$, grows fourfold, in step with the longest stay.

A simulation of 30,000 carriers, trapping by trap­ping, in films of 500 and 1000 nm with the parameters below supports this. The longest single stay takes on average 63% and 62% of a carrier's transit. If the tail is cut off at 0.15 eV, that share is 7.5% in the thinner film, and the ratio of median arrival times is 2.01. Your reasoning then works: with a smallest value $u_c$, the mean wait is the finite $1/(\nu u_c)$, and many trappings average out.

With the full tail, the simulated median ratio is 3.83. The standard error of a median, relative to the median, is $1/(2g\sqrt{30000})$, where $g=dP/d\ln t=0.214$ there. This is 1.3% for each film and 1.9% for the ratio, so 3.83 lies a little over two standard errors below 4. The numerical inversion below has no sampling error.

**Numbers for two films**

Take round model values: $T=300$ K, $T_0=600$ K, $F=0.10$ MV/cm, $\mu_0=0.50$ cm²/Vs, $\tau_0=2.0$ ps and $\nu=10^{12}$ s⁻¹. Then $v=5.0\times10^4$ cm/s and $\lambda=1.0$ nm. For 5 µm (50 V),

$$t_T=\frac{0.617}{10^{12}\ \mathrm{s^{-1}}}(5000)^2=15.4\ \mu\mathrm s,$$

$$\mu_{\rm app}=\frac{5\times10^{-4}\ \mathrm{cm}}{(10^5\ \mathrm{V/cm})(15.4\times10^{-6}\ \mathrm s)}=3.24\times10^{-4}\ \mathrm{cm^2/Vs}.$$

For 10 µm (100 V), $t_T=61.7$ µs and $\mu_{\rm app}=1.62\times10^{-4}$ cm²/Vs. The depth whose release time equals $t_T$, namely $kT\ln(\nu t_T)$, moves from 0.428 to 0.464 eV, the expected 36 meV.

Inverting $\hat I$ numerically with the complete $A(s)$, and reading the two power laws at 20 ns and 0.1 s, gives a time ratio of 3.9991 and a mobility ratio of 0.5001. The small deficit comes from the late reading: $1-e^{-z}\simeq z(1-z/2)$ lowers the inferred $t_T$ by the fraction $t_T/(2t)$, which is larger for the thicker film.

**When the factor changes**

For $0<a<1$, $r=\nu u^{1/a}$, and the substitution $u=(s/\nu)^aw$ gives, for $s\ll\nu$,

$$1-\hat\psi\simeq\left(\frac s\nu\right)^a\int_0^\infty\frac{dw}{1+w^{1/a}}=\frac{\pi a}{\sin\pi a}\left(\frac s\nu\right)^a .$$

Now $LA/v\propto Ls^a=(L^{1/a}s)^a$, so $t_T\propto L^{1/a}$ and $\mu_{\rm app}\propto L^{1-1/a}$. This again drops the terms linear in $s$, whose relative size falls only as $(L/\lambda)^{1-1/a}$, slowly when $a$ is near 1: at $a=0.9$ the full model gives a median ratio of 2.22 for the 5 and 10 µm films, against $2^{1/a}=2.16$. With the same traps at 373 K, $a=0.622$. Doubling $L$ then multiplies the time by 3.05 (the simulated medians give 3.12; the excess is sampling scatter, since inverting the full model for those films gives 3.05) and the mobility by 0.66.

Diffusion adds a term to the decay constant $\kappa$ of $\hat n\propto e^{-\kappa x}$: $D\kappa^2+v\kappa=A$, or $\kappa\simeq A/v-DA^2/v^3$. With $D/v=kT/eF$, this term makes arrivals earlier by $4(kT/eFL)\,t_T$, 0.2% of $t_T$ at 5 µm. If the injecting electrode reflects carriers, it adds a further shift, about twice as large for the median arrival, where the two together come to about 0.7% of $t_T$. If the injected charge is 1% of the charge on the electrodes, the local field changes by at most 1%, and $t_T\propto F^{-2}$ by up to about 2%.

**Beside a real film**

The thickness and field are meant to resemble, roughly, a test on a thick spin-on polymer interlayer dielectric; on-chip layers are far thinner. The mobilities are model results, and on the high side for disordered polymers. Real traps need not form an unbounded exponential tail. What counts is where the tail ends relative to the depths probed, here 0.43 to 0.46 eV. For the 5 and 10 µm films, the ratio of median arrival times is 2.1 with a cut-off at 0.4 eV, but 3.9 with one at 0.7 eV. Nor need release be independent of field. If empty traps are charged, the field lowers their barrier by about 0.15 eV in the direction of easiest escape (relative permittivity roughly 2.7). Release from deep traps then speeds up by a factor of roughly 300 if all escape is in that direction, or roughly 40 if it is averaged over all directions. The leading formula would then give a $t_T$ of roughly 50 or 400 ns at 5 µm. The factor 4 survives at leading order, because the field is the same in both films, but the free flight of 10 ns then weighs more, and the ratio falls slightly below 4. The program also estimates the filling of traps, tunnelling out of them and hopping between them; it does not estimate recombination. The filling and hopping estimates assume about $5\times10^{18}$ traps per cm³, or roughly 6 nm from trap to trap. Capture by diffusion within 2 ps needs a capture radius of about the same size, so neighbouring traps are not well separated. A fresh depth at each trapping is then an idealisation, and the barrier lowering, which is that of an isolated trap, is only a rough guide. The numbers illustrate the scaling and do not describe a particular film. At a density a hundred times higher, direct hopping between traps could compete with thermal release, and the model would not apply as it stands.

## Values computed for the example and the checks

```
temperature T = 300 K, tail T0 = 600 K, a = 0.50
kT = 25.85 meV, kT0 = 51.70 meV
field F = 0.10 MV/cm
free mobility mu0 = 0.50 cm2/Vs
free time tau0 = 2.0 ps, nu = 1.0e+12 1/s
drift speed v = 5.00e+04 cm/s, lam = 1.000 nm
FILM L = 5 um, voltage = 50 V
 trappings L/lam = 5000, free flight = 10.0 ns
 t_T formula = 15.421 us, nu*t_T = 1.542e+07
 t_T full model = 15.420 us
 mobility formula = 3.2423e-04 cm2/Vs
 mobility full model = 3.2425e-04 cm2/Vs
 log slopes early, late = -0.5000, -1.4999
 current/charge at t_T: full = 1.1565e+04 1/s
 current/charge at t_T: formula = 1.1563e+04 1/s
 depth released at t_T = 0.4279 eV
FILM L = 10 um, voltage = 100 V
 trappings L/lam = 10000, free flight = 20.0 ns
 t_T formula = 61.685 us, nu*t_T = 6.169e+07
 t_T full model = 61.667 us
 mobility formula = 1.6211e-04 cm2/Vs
 mobility full model = 1.6216e-04 cm2/Vs
 log slopes early, late = -0.5000, -1.4998
 current/charge at t_T: full = 2.8911e+03 1/s
 current/charge at t_T: formula = 2.8908e+03 1/s
 depth released at t_T = 0.4637 eV
full model: time ratio = 3.9991, mobility ratio = 0.5001
gain in depth kT0 ln2 = 35.84 meV
arrived at t_T: erfc(1) = 0.1573
MONTE CARLO, 30000 carriers, L = 500 and 1000 nm
 median arrivals = 691, 2645 ns
 median ratio = 3.829
 arrived at t_T = 0.1565, 0.1578
 mean share of longest stay = 0.626, 0.623
 tail cut at 0.15 eV: ratio = 2.011, share = 0.075
 at 373 K: a = 0.6217, ratio = 3.118, law = 3.050
NEGLECTED EFFECTS, 5 um film
 free flight and finite nu: 0.032 % of t_T
 diffusion: 0.207 % of t_T
 injected charge 1 % of CV: t_T shift up to 2.0 %
 band states = 1.0e+19, traps = 5.0e+18 cm^-3
 filling of traps below probed depth = 0.23 %
 relative permittivity (rough) = 2.7
 Coulomb lowering, charged traps = 0.146 eV
 its factor on release rate = 284
 exponents: thermal = 16.6, tunnel = 191, hop = 39.0
 trap spacing = 5.85 nm, radius = 0.3 nm
```
